# Phase Diffusion and Algebraic Spin-Superfluid Transport in Easy-Plane Magnets

A platinum strip on a magnetic insulator pushes angular momentum into the film, and a second strip some micrometres away collects what arrives. If the angular momentum travels as a gas of magnons that can each be lost to the lattice, the signal falls exponentially once the distance exceeds their decay length. An easy-plane magnet offers another carrier: a spiral of the in-plane order, turning steadily. Gilbert damping acts on this spiral too, so angular momentum is still lost. The question is why the loss then gives an inverse-length law, and where the diffusion of the phase enters.

## Equations of motion

Consider two sublattices with unit moments $\mathbf m_1,\mathbf m_2$, varying along $x$, with energy density

$$U=\frac A2\sum_i|\partial_x\mathbf m_i|^2+E\,\mathbf m_1\!\cdot\mathbf m_2+\frac{K_z}{2}\sum_i m_{iz}^2. \tag{1}$$

Here $A$ is the exchange stiffness, $E$ the intersublattice exchange and $K_z>0$ the easy-plane anisotropy. No term selects a direction within the plane. Let $S$ be the total spin density of both sublattices. The angular momentum of an electron is opposite to its moment, so sublattice $i$ carries $-(S/2)\mathbf m_i$. The Landau-Lifshitz-Gilbert equation is

$$\frac S2\partial_t\mathbf m_i=\mathbf m_i\times\frac{\delta U}{\delta\mathbf m_i}+\frac{\alpha S}{2}\mathbf m_i\times\partial_t\mathbf m_i. \tag{2}$$

Take opposite in-plane moments with a common tilt $u$:

$$\mathbf m_{1,2}=\left(\pm\sqrt{1-u^2}\cos\phi,\ \pm\sqrt{1-u^2}\sin\phi,\ -u\right). \tag{3}$$

A rotation by $\pi$ about $z$ followed by an exchange of sublattices leaves this state unchanged. It also leaves (1) and (2) unchanged, so the motion preserves the form (3). The angular-momentum density along $z$ is $Su$.

Sum the $z$ components of (2). The left side is $-Su_t$. The exchange torques $E(\mathbf m_1\times\mathbf m_2+\mathbf m_2\times\mathbf m_1)$ cancel, and the anisotropy gives no torque about $z$. For the gradient term, $\mathbf m_i\times\partial_x^2\mathbf m_i=\partial_x(\mathbf m_i\times\partial_x\mathbf m_i)$, and each sublattice has $(\mathbf m_i\times\partial_x\mathbf m_i)_z=(1-u^2)\phi_x$. The damping term follows in the same way with $\partial_t$ in place of $\partial_x$. After a change of overall sign,

$$Su_t=\partial_x\!\left[2A(1-u^2)\phi_x\right]-\alpha S(1-u^2)\phi_t. \tag{4}$$

This is a continuity equation with a sink. The spin current towards $+x$ is $J=-2A(1-u^2)\phi_x$.

The second equation is the azimuthal component of (2) for $\mathbf m_1$, to first order in $u$. The intersublattice exchange contributes $2Eu$, the anisotropy $K_zu$, and the gradients $-Au\phi_x^2-Au_{xx}$. With $K=2E+K_z$ and both sides doubled,

$$S\phi_t=2(K-A\phi_x^2)u-2Au_{xx}+\alpha Su_t. \tag{5}$$

For long waves and gentle spirals, $Ak^2$ and $A\phi_x^2$ are small beside $K$. For weak damping the last term is also small beside $2Ku$. Then

$$Su=\chi\phi_t,\qquad \chi=\frac{S^2}{2K}. \tag{6}$$

Setting $E=0$ decouples the sublattices, and each then moves as a ferromagnet with $K=K_z$. The equations below therefore cover ferromagnets as well, so long as dipolar forces beyond a local anisotropy can be ignored.

## When the phase diffuses

Insert (6) in (4) and drop $u^2$ beside 1:

$$\chi\phi_{tt}+\alpha S\phi_t=2A\phi_{xx}. \tag{7}$$

Define $\Gamma=\alpha S/\chi$, $c^2=2A/\chi$ and $D=c^2/\Gamma=2A/(\alpha S)$. A mode $e^{ikx-\lambda t}$ satisfies $\lambda^2-\Gamma\lambda+c^2k^2=0$, so

$$\lambda_\pm=\frac\Gamma2\pm\sqrt{\frac{\Gamma^2}{4}-c^2k^2}. \tag{8}$$

For $k>\Gamma/(2c)$ the root is complex, and the phase moves as a damped wave. For $k<\Gamma/(2c)$ both roots are real. Expanding the smaller one in $c^2k^2/\Gamma^2$ gives

$$\lambda_-=Dk^2\left(1+\frac{c^2k^2}{\Gamma^2}+\dots\right). \tag{9}$$

Far below the crossover this is the decay rate of the diffusion equation

$$\phi_t=D\phi_{xx}. \tag{10}$$

Phase diffusion here means deterministic smoothing of a twist, with no random motion implied. Weak damping by itself does not produce it: a smaller $\alpha$ lowers $\Gamma$ and moves the crossover to longer waves. In a channel with free ends the longest non-uniform mode has $k=\pi/L$, so it is overdamped when

$$L>\frac{2\pi c}{\Gamma}. \tag{11}$$

Direct integration of (2), without imposing (3), tests this. In units where $A$, $S$ and the cell length are 1, with $\alpha=0.1$ and $K=4.5$, one has $c^2=18$ and $\Gamma=0.9$. A half-wave ripple over 80 cells decayed at 1.037 times $Dk^2$. The correction in (9) is $18(\pi/80)^2/0.81=0.034$, which accounts for most of the excess. Over 20 cells the ripple swung through zero, as a wave does.

## The steady current

In a steady state $J$ does not depend on time, so $\phi_x$ does not either. Then $\partial_x\phi_t=\partial_t\phi_x=0$: the rotation rate is the same at every point. Hence

$$\phi=\Omega t+f(x),\qquad 2Af''=\alpha S\Omega. \tag{12}$$

The inertial term of (7) vanishes, so wave-like and diffusive channels share this steady state. Since $J=-2Af'$,

$$J(x)=J(0)-\alpha S\Omega x. \tag{13}$$

At fixed channel length the current falls linearly with position. The inverse-length law concerns the current delivered as the length is changed, and it needs the contacts.

An interface with spin-mixing conductance $g$ per area and a spin accumulation $\mu$ polarized along $z$ passes the spin current $(\hbar g/4\pi)(\mu/\hbar-\phi_t)$ per area into the magnet. This is the usual interface law with the imaginary part of $g$ and the backflow of spin in the metal left out. The first term is the applied torque; the second is spin pumping by the rotating order. A strip of width $w$ on a film of thickness $d$ has an area $w/d$ times the film's cross-section. Per cross-section, with $\Omega_0=\mu/\hbar$ at the injector and no accumulation at the detector,

$$J(0)=G_L(\Omega_0-\Omega),\qquad J(L)=G_R\Omega,\qquad G=\frac{\hbar g}{4\pi}\frac wd. \tag{14}$$

Put (14) in (13) at $x=L$:

$$G_L(\Omega_0-\Omega)=(G_R+\alpha SL)\,\Omega. \tag{15}$$

Solving for $\Omega$ and multiplying by $G_R$,

$$J_{\rm out}=\frac{G_LG_R\Omega_0}{G_L+G_R+\alpha SL}=\frac{G_LG_R\Omega_0}{\alpha S\,(L+L_0)},\qquad L_0=\frac{G_L+G_R}{\alpha S}. \tag{16}$$

Equation (15) is the torque balance of the whole magnet. Because $\Omega$ is uniform, it holds for strips of finite width too, provided $L$ is the full magnet length, including the parts under the strips.

For $L\ll L_0$ the contacts limit the current, which tends to $G_LG_R\Omega_0/(G_L+G_R)$. For $L\gg L_0$ the channel limits it, and $J_{\rm out}\to G_LG_R\Omega_0/(\alpha SL)$. Damping sets the scale $L_0\propto1/\alpha$ at fixed contacts; it does not set the exponent.

The vector integration also tests (13) and (16). For antiferromagnetic chains of 10, 20 and 40 cells and a ferromagnetic one of 20, with $\alpha=0.1$, $G_L=1$, $G_R=0.6$ and $\Omega_0=0.05$ in the same units, the rotation rate agreed with (15) to a relative $2\times10^{-6}$.

## Why the loss is not exponential

Compare a spin density $n$ that diffuses and relaxes locally, with $n''=n/\lambda^2$ and current proportional to $-n'$. Let the detector be a perfect sink, $n(L)=0$. Then $n\propto\sinh[(L-x)/\lambda]$, the current is proportional to $\cosh[(L-x)/\lambda]$, and

$$\frac{J(L)}{J(0)}=\frac{1}{\cosh(L/\lambda)}\to2e^{-L/\lambda}. \tag{17}$$

Each section loses an amount proportional to the density that has reached it. That density is itself being depleted, and this feedback produces the exponential.

In the steadily turning spiral, called a superfluid below, the loss per length is $\alpha S\Omega$. The local density $Su=\chi\Omega$ does not fall along the channel, because phase rigidity forces all sections to turn together. A longer channel adds drag in proportion to its length and slows the whole rotation. From (13) and (14),

$$\frac{J(L)}{J(0)}=\frac{G_R}{G_R+\alpha SL}, \tag{18}$$

so the decay is algebraic at fixed injected current as well as at fixed $\mu$.

The steady drive matters. For an alternating drive with $\omega\ll\Gamma$, inserting $e^{ikx-i\omega t}$ in (10) gives $k^2=i\omega/D$, hence $k=(1+i)\sqrt{\omega/2D}$ for the wave decaying towards $+x$. The oscillating current decays exponentially over $\sqrt{2D/\omega}$. The sections no longer turn at one common rate, and the argument leading to (12) does not apply.

## Pinning and the stability of the spiral

Crystal anisotropy within the plane, or a field acting on a small net moment, breaks the rotation symmetry. Add the energy $K_p(1-\cos p\phi)/2$. A static phase then obeys

$$2A\phi_{xx}=\frac{pK_p}{2}\sin p\phi. \tag{19}$$

Multiplying by $\phi_x$ and integrating,

$$A\phi_x^2=K_p\sin^2\frac{p\phi}{2}+C. \tag{20}$$

A static phase pumps no spin into the detector, so $\phi_x(L)=0$ and $C=-K_p\sin^2[p\phi(L)/2]\le0$. The current entering at the end therefore cannot exceed

$$J_c=2\sqrt{AK_p}. \tag{21}$$

For a larger injected current no static state exists, and the phase must move. In a long channel below the threshold the phase can stay pinned. Where $p\phi$ is small, (19) becomes $\phi_{xx}=(p^2K_p/4A)\phi$, and the current decays exponentially over $\sqrt{4A/(p^2K_p)}$. The inverse-length law thus requires a rotating phase.

There is also an upper limit. Let the antiparallel moments of a spiral with $\phi_x=q$ tilt out of the plane by an angle $\theta$, one up and the other down. The energy density becomes

$$Aq^2\cos^2\theta+K_z\sin^2\theta=Aq^2+(K_z-Aq^2)\sin^2\theta. \tag{22}$$

The planar spiral is stable against this tilt if $Aq^2<K_z$, the Landau limit. In a test on a ring with $K_z=0.1$ in the units used above, a spiral with $Aq^2=0.025$ stayed planar, while one with $Aq^2=0.22$ tilted strongly out of the plane.

## A hematite channel

Take rough values for a hematite film at 300 K, above its Morin transition, where the moments lie in the plane: sublattice magnetization 900 kA/m, exchange field 1000 T, $A=13$ pJ/m, $K_z=10$ kJ/m³ and $\alpha=10^{-4}$. These give $S=1.02\times10^{-5}$ J s/m³, $K=1.80\times10^9$ J/m³ and $\chi=2.90\times10^{-20}$ J s²/m³. Then $\alpha S=1.02\times10^{-9}$ J s/m³, $c=29.9$ km/s, $\Gamma=35.2$ ns⁻¹ and $D=254$ cm²/s. By (11) the slowest free-end mode is overdamped above 5.3 µm. In hematite an interaction absent from (1) also cants the two sublattices slightly within the easy plane, which leaves a small net moment. It keeps the rotation symmetry about $z$, so the torque balance (15) still holds.

The spin Hall effect of a current along the strip polarizes the accumulation in the film plane, perpendicular to the strip. The film must therefore have its hard axis $z$ in that plane, along the channel, so that the easy plane contains the film normal. The film is 10 nm thick. Both platinum strips are 1 µm wide with $g=3$ nm⁻², so $G=2.52\times10^{-15}$ J s/m² and

$$L_0=\frac{2\times2.52\times10^{-15}}{1.02\times10^{-9}}\ \text{m}=4.9\ \text{µm}.$$

A spin accumulation of 30 µeV gives $\Omega_0=45.6$ rad/ns. For $L=20$ µm,

$$\Omega=\Omega_0\frac{G}{2G+\alpha SL}=45.6\times\frac{2.52}{5.04+20.4}=4.5\ \text{rad/ns}.$$

The injected current is $G(\Omega_0-\Omega)=103$ µJ/m², the damping loss is 92 µJ/m², and 11.3 µJ/m² reaches the detector. Spread over the strip, that equals a charge-equivalent current density of $3.4\times10^4$ A/cm².

With the material, strips and $\mu$ held fixed, the delivered current is 18.9 µJ/m² at 10 µm, 5.1 at 50 µm and 2.7 at 100 µm. The last doubling of length reduces it by a factor 1.9, close to the limiting factor 2. Leaky diffusion with a chosen decay length of 5 µm and a perfect sink delivers a larger fraction at 10 µm, 0.27 against 0.20. At 20 µm the order is reversed, 0.037 against 0.11, and at 100 µm the fractions are $4\times10^{-9}$ and 0.024. The superfluid wins by its length dependence, not at every length.

Rotation symmetry is an assumption that a real film can easily violate. A sixfold in-plane energy of 1 J/m³ gives $J_c=7.2$ µJ/m². A stray field of 1 mT on a canted moment of 2.5 kA/m has $p=1$ and $K_p=2\times2.5\times10^3\times10^{-3}=5$ J/m³, hence $J_c=16$ µJ/m². The canted moment $M$ also turns through the film normal, which costs a shape energy with $p=2$ and $K_p=\mu_0M^2/2=3.9$ J/m³, hence $J_c=14$ µJ/m². All three lie below the available $G\Omega_0=115$ µJ/m². In a simulation of the 20 µm channel the first two, each taken alone, lowered the rotation rate by 0.2 % and 0.5 %. The third lowers it by about 0.6 %, and all three together by about 1.5 % at 20 µm and 5 % at 50 µm, so the departure from (16) grows with length.

Strain can raise the in-plane energy well above 1 J/m³. For injection at the very end of the channel, the threshold (21) reaches $G\Omega_0$ near 250 J/m³. Under a strip of finite width the pinning also resists the injected torque directly, and a static state certainly exists when $pK_p/2$ exceeds the torque per volume $G\Omega_0/w=115$ J/m³. A twofold strain energy of 115 J/m³ is therefore enough to keep the phase at rest when the drive is raised slowly. This bound is sufficient, not sharp: for the 1 µm strip a static state already exists from about 90 J/m³, and below that the phase turns but is slowed, to about half the unpinned rate at 60 J/m³. Pinning opens an in-plane resonance gap $\omega^2=p^2K_p/2\chi$. The sixfold 1 J/m³ corresponds to only 4 GHz, while a twofold gap of 10 GHz would mean about 57 J/m³, so the gap of the actual film decides whether (16) applies. The currents quoted above for the various lengths are those of a film without pinning.

Several other neglected effects are smaller here. The Landau ratio $Aq^2/K_z$ is 0.02 at the injector, and the tilt $u$ is about $10^{-5}$. Thermal vortices could unwind the spiral, but their energy scale $2\pi Ad$ is about 200 times the thermal energy; this is a scale, not a computed barrier. Beyond the local shape energy, the dipolar energy density of a moment $M$ turning with wavenumber $q$ in a thin film is at most about $\mu_0M^2qd/4$. For the canted moment at the detector this is 0.35 % of the exchange energy $Aq^2$. For a ferromagnet of 140 kA/m with the same $A$, $q$ and $d$, that upper estimate is 11 times the exchange energy, so (16) could not be trusted there without treating dipolar forces. In this geometry its local shape energy, $\mu_0M^2/2=12$ kJ/m³, would in any case pin the phase. Joule heating under the strips and the parallel signal of thermal magnons are left out, and neither need be small: a spin accumulation of 30 µeV takes a charge current density of several $10^{11}$ A/m² in platinum. In a strip about 7 nm thick, the Oersted field of that current normal to the film lies in the easy plane and reaches 1–2 mT near the strip edge, as large as the stray field considered above. The backflow left out of (14) is a correction of order 10 %. The damping is uncertain as well, and for $L\gg L_0$ the delivered current scales as $1/\alpha$. The full set of values is in the numerical output below.

## Computed results

```
TESTS
vector dynamics, worst error of rotation rate: 2.0e-06
vector dynamics, worst error of current profile: 4.6e-06
phase ripple, worst amplitude error: 0.0022
long-channel decay rate / (D k^2): 1.037
largest tilt, spiral below / above Landau limit: 0.0000 / 0.924
INPUTS (rough values)
sublattice magnetization: 900 kA/m; exchange field: 1000 T
stiffness A: 13 pJ/m; damping alpha: 1e-04
easy-plane energy: 10 kJ/m3; in-plane energy: 1 J/m3
mixing conductance: 3 per nm2; temperature: 300 K
strip width: 1 um; film thickness: 10 nm
spin accumulation: 30 ueV; canted moment: 2.5 kA/m
DERIVED
spin density S: 1.022e-05 J s/m3; tilt energy K: 1.800e+09 J/m3
chi: 2.903e-20 J s2/m3; alpha*S: 1.022e-09 J s/m3
phase-wave speed c: 29.9 km/s; Gamma: 35.2 per ns
phase diffusivity D: 254 cm2/s
slowest mode overdamped above L = 5.34 um
contact conductance G: 2.518e-15 J s/m2; L0: 4.93 um
Omega0: 45.58 rad/ns
TABLE: L (um), Omega (rad/ns), J_out (uJ/m2), J_out/J_in, leaky diffusion
    5   11.309   28.472   0.3300 6.48e-01
   10    7.521   18.934   0.1976 2.66e-01
   20    4.503   11.338   0.1096 3.66e-02
   50    2.044    5.145   0.0469 9.08e-05
  100    1.070    2.693   0.0240 4.12e-09
decay length chosen for leaky diffusion: 5 um
EXAMPLE L = 20 um
J_in: 103.41 uJ/m2; J_out: 11.34 uJ/m2
loss in channel: 92.07 uJ/m2
J_out as charge-equivalent at strip: 3.445e+04 A/cm2
rotation rate from phase simulation: 4.503 rad/ns
NEGLECTED EFFECTS at this length
threshold, in-plane anisotropy: 7.21 uJ/m2
threshold, 1 mT stray field: 16.12 uJ/m2
in-plane energy that would block J = G*Omega0: 253 J/m3
rate change by in-plane anisotropy: -0.17 %
rate change by stray field: -0.52 %
pinned decay length, simulated / formula: 1.203 / 1.202 um
Landau ratio A q^2/K_z at injector: 0.0206
dipolar/exchange energy at detector, upper estimate: 0.0035
same ratio for a 140 kA/m ferromagnet: 10.9
tilt u: 1.28e-05
vortex energy scale 2 pi A d / kT: 197
```
